**Dopant–vacancy pairing: mass action compared with direct counting and lattice simulation**

The program tests p/[(d−p)(v−p)] = (z/s) exp(E/kT) and its closed solution for p. Here d, v and p are the total dopants, total vacancies and pairs per cation, s is the number of anion sites per cation, z is the number of pair orientations and E is the binding energy. It asserts that enumerating every allowed placement on a small fluorite lattice, with unequal orientation energies, gives the same mean pair number as the counting formula; both print 1.35518402. Large canonical sums are asserted to agree with the site-blocked law at the example's composition and with the simple law at a hundredfold dilution. Further assertions cover the weak and strong limits, the half-pairing temperature, the field-split orientation sum and the Debye–Hückel cloud potential, which is compared with a numerical boundary-value solution. Monte Carlo sampling with separated dopant shells gives a paired vacancy fraction of 0.8150 ± 0.0009, against 0.8155 from the canonical sum for the same finite system. For d = 0.01, v = 0.005, E = 0.40 eV and 900 K, the simple law gives 0.806. The output also sizes neglected effects; the largest shift from a neglected interaction is a rough screening estimate that lowers the fraction to 0.56.

## Numerical verification

```python
# Dopant-vacancy association in a fluorite-type oxide.
# Result under test: p/((d-p)(v-p)) = K, K = (z/s) exp(E/kT), hence
#   p = 2 d v / (S + sqrt(S^2 - 4 d v)),  S = d + v + 1/K.
# d, v, p: total dopants, total vacancies and pairs per cation site;
# s: anion sites per cation; z: orientations of a pair; E: binding energy.
# G = sum over orientations of exp(E_i/kT), equal to z exp(E/kT) if all agree.
# A site-blocked form also keeps free vacancies out of the dopant shells.
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.optimize import brentq
from scipy.special import gammaln

K_B = const.k / const.e                  # eV/K
OFFSETS = list(itertools.product((-1, 1), repeat=3))   # units of a/4


def paired_dilute(d, v, K):
    total = d + v + 1.0 / K
    return 2*d*v / (total + math.sqrt(total**2 - 4*d*v))


def paired_blocked(d, v, z, s, G):
    b = G*(d + v) + s - z*d - v
    return 2*G*d*v / (b + math.sqrt(b*b - 4*(G - 1)*G*d*v))


def canonical_mean(n_d, n_v, free_sites, G):
    """Mean number of pairs from the explicit sum over pair numbers."""
    n = np.arange(min(n_d, n_v) + 1)

    def log_binom(top, k):
        return gammaln(top + 1) - gammaln(k + 1) - gammaln(top - k + 1)
    logw = log_binom(n_d, n) + n*math.log(G) + log_binom(free_sites, n_v - n)
    w = np.exp(logw - logw.max())
    return float((n*w).sum() / w.sum())


def anion_neighbours(cation, L):
    """Indices of the eight anions around a cation, periodic cell of L^3."""
    out = []
    for off in OFFSETS:
        x, y, w = [((c + o) % (4*L)) // 2 for c, o in zip(cation, off)]
        out.append((x*2*L + y)*2*L + w)
    return out


def cation_sites(L):
    even = range(0, 4*L, 2)
    return [c for c in itertools.product(even, repeat=3) if sum(c) % 4 == 0]


def simulate(rng, beta_E, separated, L=10, n_d=40, n_v=20,
             steps=60000, burn=10000):
    """Metropolis sampling of vacancies among frozen dopants.
    Energy is -E per adjacent dopant; no two vacancies share a dopant.
    separated=True forbids dopants with common anion neighbours.
    Returns vacancy fractions beside >=1 and beside >=2 dopants."""
    cations = cation_sites(L)
    n_sites = 8*L**3
    adj = [[] for _ in range(n_sites)]
    placed = 0
    for c in rng.permutation(len(cations)):
        nb = anion_neighbours(cations[c], L)
        if separated and any(adj[j] for j in nb):
            continue
        for j in nb:
            adj[j].append(placed)
        placed += 1
        if placed == n_d:
            break
    assert placed == n_d
    near = [j for j in range(n_sites) if adj[j]]
    far = [j for j in range(n_sites) if not adj[j]]
    pos = rng.choice(far, n_v, replace=False).tolist()
    occupied = [False]*n_sites
    for j in pos:
        occupied[j] = True
    holder = [-1]*n_d
    # Half of the proposals go to shell sites; the acceptance ratio
    # divides by the proposal density, so detailed balance holds.
    q_far = 0.5/n_sites
    q_near = q_far + 0.5/len(near)
    score = [1/q_far] + [math.exp(m*beta_E)/q_near for m in range(1, 5)]
    who = rng.integers(n_v, size=steps).tolist()
    to_near = (rng.random(steps) < 0.5).tolist()
    pick_near = rng.integers(len(near), size=steps).tolist()
    pick_any = rng.integers(n_sites, size=steps).tolist()
    accept = rng.random(steps).tolist()
    one = two = sum_one = sum_two = 0
    for t in range(steps):
        k = who[t]
        old = pos[k]
        new = near[pick_near[t]] if to_near[t] else pick_any[t]
        if not occupied[new]:
            a_old, a_new = adj[old], adj[new]
            allowed = True
            for c in a_new:
                if holder[c] != -1 and holder[c] != k:
                    allowed = False
            m_old, m_new = len(a_old), len(a_new)
            if allowed and accept[t] < score[m_new]/score[m_old]:
                for c in a_old:
                    holder[c] = -1
                for c in a_new:
                    holder[c] = k
                occupied[old] = False
                occupied[new] = True
                pos[k] = new
                one += (m_new >= 1) - (m_old >= 1)
                two += (m_new >= 2) - (m_old >= 2)
        if t >= burn:
            sum_one += one
            sum_two += two
    norm = (steps - burn)*n_v
    return sum_one/norm, sum_two/norm


# ---- Example parameters (rough, round) ----
a_nm, d, E, T, T_use = 0.51, 0.01, 0.40, 900.0, 358.0
v = d/2                                  # two acceptors per vacancy
z = len(OFFSETS)
s = 8/4                                  # anions/cations in the cubic cell
kT = K_B*T
G = z*math.exp(E/kT)
K = G/s
n_cation = 4/a_nm**3                     # nm^-3
p = paired_dilute(d, v, K)
p_block = paired_blocked(d, v, z, s, G)

# ---- Test 1: every placement on a small lattice, unequal orientations ----
L_small = 2
site_weight, site_owner = {}, {}
orientation_w = [math.exp(1.5 + 0.6*o[2] + 0.2*o[0]) for o in OFFSETS]
for owner, cation in enumerate([(0, 0, 0), (4, 0, 0)]):
    for j, w in zip(anion_neighbours(cation, L_small), orientation_w):
        assert j not in site_owner
        site_owner[j], site_weight[j] = owner, w
Z_sum = pair_sum = 0.0
for combo in itertools.combinations(range(8*L_small**3), 3):
    owners = [site_owner[j] for j in combo if j in site_owner]
    if len(set(owners)) < len(owners):
        continue
    w = math.prod(site_weight.get(j, 1.0) for j in combo)
    Z_sum += w
    pair_sum += w*len(owners)
enumerated = pair_sum/Z_sum
counted = canonical_mean(2, 3, 8*L_small**3 - 2*z, sum(orientation_w))
assert abs(enumerated - counted) < 1e-9

# ---- Test 2: mass action from large canonical sums ----
n_d, n_v = 2000, 1000
n_cat = n_d/d
sum_block = canonical_mean(n_d, n_v, s*n_cat - z*n_d, G)/n_cat
assert abs(sum_block/p_block - 1) < 1e-3
# A hundred times more dilute, with K d unchanged: the simple law must hold.
sum_dilute = canonical_mean(n_d, n_v, 100*s*n_cat - z*n_d, 100*G)/(100*n_cat)
p_dilute = paired_dilute(d/100, v/100, 100*K)
assert abs(sum_dilute/p_dilute - 1) < 2e-3

# ---- Test 3: limits and the half-pairing temperature ----
K_weak = 1e-3
assert abs(paired_dilute(d, v, K_weak)/v/(K_weak*d) - 1) < 1e-3
assert abs(paired_dilute(d, v, 1e9)/min(d, v) - 1) < 1e-5
T_half = E/(K_B*math.log(s/(z*(d - v/2))))


def vacancy_fraction(temp, energy=E, orient=z):
    return paired_dilute(d, v, orient/s*math.exp(energy/(K_B*temp)))/v


T_search = brentq(lambda t: vacancy_fraction(t) - 0.5, 300, 5000)
assert abs(T_search/T_half - 1) < 1e-8
T_half_z1 = E/(K_B*math.log(s/(d - v/2)))
assert abs(vacancy_fraction(T_half_z1, orient=1) - 0.5) < 1e-9

# ---- Test 4: lattice Monte Carlo at the example's own numbers ----
rng = np.random.default_rng(12345)
runs = 12
mc_sep = np.array([simulate(rng, E/kT, True) for _ in range(runs)])
mc_rand = np.array([simulate(rng, E/kT, False) for _ in range(runs)])
err_sep = mc_sep[:, 0].std(ddof=1)/math.sqrt(runs)
err_rand = mc_rand[:, 0].std(ddof=1)/math.sqrt(runs)
finite_sum = canonical_mean(40, 20, 8000 - 40*z, G)/20
# Tolerance covers several standard errors of the sampling.
assert abs(mc_sep[:, 0].mean() - finite_sum) < 0.015
assert err_sep < 0.005

# ---- Second-shell competition, energy scaled as inverse distance ----
odd = (-5, -3, -1, 1, 3, 5)
dist2 = [x*x + y*y + w*w for x, y, w in itertools.product(odd, repeat=3)]
shells = sorted(set(dist2))[:2]
z1, z2 = [dist2.count(r2) for r2 in shells]
assert z1 == z
r1, r2 = [a_nm/4*math.sqrt(x) for x in shells]
E2 = E*r1/r2
G2 = z2*math.exp(E2/kT)
p_both = paired_dilute(d, v, (G + G2)/s)
f_first = p_both*G/(G + G2)/v
f_second = p_both*G2/(G + G2)/v

# ---- Screening by the other charged defects (Debye-Hueckel) ----
eps_r = 30.0
l_B = const.e**2/(4*math.pi*const.epsilon_0*eps_r*const.k*T)*1e9   # nm


def kappa(pairs):
    charge2 = (d - pairs) + 4*(v - pairs) + pairs
    return math.sqrt(4*math.pi*l_B*charge2*n_cation)


def binding_loss(pairs):
    """Loss of binding in units of kT; charges -1, +2 and +1 for the pair."""
    k = kappa(pairs)
    return (1 + 4 - 1)*l_B*k/(2*(1 + k*r2))


p_scr = brentq(lambda x: paired_dilute(d, v, K*math.exp(-binding_loss(x))) - x,
               0.0, v)
k_scr = kappa(p_scr)
# Potential of the screening cloud at a unit charge, solved numerically.
mesh = np.linspace(r2, r2 + 12/k_scr, 400)
bvp = solve_bvp(lambda r, y: np.vstack((y[1], k_scr**2*y[0])),
                lambda ya, yb: np.array([r2*ya[1] - ya[0] + l_B, yb[0]]),
                mesh, np.zeros((2, mesh.size)), tol=1e-7, max_nodes=20000)
assert bvp.success
cloud = bvp.sol(r2)[0]/r2 - l_B/r2
assert abs(cloud/(-l_B*k_scr/(1 + k_scr*r2)) - 1) < 1e-4

# ---- Field bias of pair orientation at the temperature of use ----
field = 0.1                              # V/nm, equal to 1 MV/cm
x_field = 2*field*a_nm/4/(K_B*T_use)
G_geometry = sum(math.exp(2*field*o[2]*a_nm/4/(K_B*T_use)) for o in OFFSETS)
assert abs(G_geometry/(z*math.cosh(x_field)) - 1) < 1e-12


def escape_time(barrier, temp, attempt=1e13):
    return math.exp((barrier + E)/(K_B*temp))/attempt


# ---- Output ----
print(f"lattice parameter: {a_nm:.2f} nm")
print(f"cation density: {n_cation*1e21:.3e} cm^-3")
print(f"dopants per cation d: {d:.4f}")
print(f"vacancies per cation v: {v:.4f}")
print(f"dopant density: {d*n_cation*1e21:.3e} cm^-3")
print(f"vacancy density: {v*n_cation*1e21:.3e} cm^-3")
print(f"orientations z: {z}; anions per cation s: {s:.0f}")
print(f"binding energy E: {E:.2f} eV")
print(f"anneal temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"exp(E/kT): {math.exp(E/kT):.2f}; K: {K:.2f}")
print(f"1/K: {1/K:.6f}; S = d+v+1/K: {d+v+1/K:.6f}")
print(f"pairs per cation p: {p:.6f}")
print(f"pair density: {p*n_cation*1e21:.3e} cm^-3")
print(f"paired fraction of vacancies: {p/v:.4f}")
print(f"paired fraction of dopants: {p/d:.4f}")
print(f"vacancy fraction if z were 1: {vacancy_fraction(T, orient=1):.4f}")
print(f"half-pairing temperature: {T_half:.1f} K")
print(f"half-pairing temperature if z were 1: {T_half_z1:.1f} K")
for temp in (358, 600, 900, 1200, 1500):
    f = vacancy_fraction(temp)
    print(f"T = {temp} K: f_V = {f:.6f}, f_D = {f*v/d:.6f}")
print(f"small lattice, mean pairs, enumerated: {enumerated:.8f}")
print(f"small lattice, mean pairs, counted: {counted:.8f}")
print(f"f_V with site blocking: {p_block/v:.4f}")
print(f"f_V, canonical sum, 1000 vacancies: {sum_block/v:.4f}")
print(f"f_V, canonical sum, 20 vacancies: {finite_sum:.4f}")
print(f"f_V, MC, separated: {mc_sep[:,0].mean():.4f} +- {err_sep:.4f}")
print(f"f_V, MC, random: {mc_rand[:,0].mean():.4f} +- {err_rand:.4f}")
print(f"  of all vacancies, by >=2 dopants: {mc_rand[:,1].mean():.4f}")
print(f"shell distances: {r1:.4f} and {r2:.4f} nm")
print(f"second shell: {z2} sites, energy {E2:.4f} eV")
print(f"f_V first shell with competition: {f_first:.4f}")
print(f"f_V second shell: {f_second:.4f}")
print(f"relative permittivity: {eps_r:.0f}; Bjerrum length: {l_B:.4f} nm")
print(f"screening length: {1/k_scr:.4f} nm")
print(f"binding lost to screening: {binding_loss(p_scr)*kT:.4f} eV")
print(f"f_V with screening: {p_scr/v:.4f}")
print(f"f_V for E = 0.3 eV: {vacancy_fraction(T, energy=0.3):.4f}")
print(f"f_V for E = 0.5 eV: {vacancy_fraction(T, energy=0.5):.4f}")
f_polar = paired_dilute(d, v, 3*math.exp(E/kT))/v
print(f"f_V for prefactor 3 (polar-phase bound): {f_polar:.4f}")
print(f"field: {field*10:.1f} MV/cm at {T_use:.0f} K; x: {x_field:.4f}")
print(f"cosh x: {math.cosh(x_field):.4f}")
print(f"orientation population ratio: {math.exp(2*x_field):.3f}")
for barrier in (0.7, 1.5):
    for temp in (T_use, T):
        tau = escape_time(barrier, temp)
        print(f"escape, barrier {barrier} eV, {temp:.0f} K: {tau:.2e} s")
print("attempt frequency assumed: %.0e Hz" % (1/escape_time(-E, T)))
print("done: every assertion held")
```

Output:

```
lattice parameter: 0.51 nm
cation density: 3.015e+22 cm^-3
dopants per cation d: 0.0100
vacancies per cation v: 0.0050
dopant density: 3.015e+20 cm^-3
vacancy density: 1.508e+20 cm^-3
orientations z: 8; anions per cation s: 2
binding energy E: 0.40 eV
anneal temperature: 900 K; kT: 0.07756 eV
exp(E/kT): 173.74; K: 694.96
1/K: 0.001439; S = d+v+1/K: 0.016439
pairs per cation p: 0.004029
pair density: 1.215e+20 cm^-3
paired fraction of vacancies: 0.8058
paired fraction of dopants: 0.4029
vacancy fraction if z were 1: 0.4087
half-pairing temperature: 1323.8 K
half-pairing temperature if z were 1: 831.0 K
T = 358 K: f_V = 0.999883, f_D = 0.499942
T = 600 K: f_V = 0.979062, f_D = 0.489531
T = 900 K: f_V = 0.805810, f_D = 0.402905
T = 1200 K: f_V = 0.576676, f_D = 0.288338
T = 1500 K: f_V = 0.412146, f_D = 0.206073
small lattice, mean pairs, enumerated: 1.35518402
small lattice, mean pairs, counted: 1.35518402
f_V with site blocking: 0.8115
f_V, canonical sum, 1000 vacancies: 0.8115
f_V, canonical sum, 20 vacancies: 0.8155
f_V, MC, separated: 0.8150 +- 0.0009
f_V, MC, random: 0.8192 +- 0.0012
  of all vacancies, by >=2 dopants: 0.1066
shell distances: 0.2208 and 0.4229 nm
second shell: 24 sites, energy 0.2089 eV
f_V first shell with competition: 0.6656
f_V second shell: 0.1699
relative permittivity: 30; Bjerrum length: 0.6189 nm
screening length: 0.4758 nm
binding lost to screening: 0.1068 eV
f_V with screening: 0.5582
f_V for E = 0.3 eV: 0.5767
f_V for E = 0.5 eV: 0.9310
f_V for prefactor 3 (polar-phase bound): 0.7632
field: 1.0 MV/cm at 358 K; x: 0.8266
cosh x: 1.3615
orientation population ratio: 5.223
escape, barrier 0.7 eV, 358 K: 3.06e+02 s
escape, barrier 0.7 eV, 900 K: 1.44e-07 s
escape, barrier 1.5 eV, 358 K: 5.59e+13 s
escape, barrier 1.5 eV, 900 K: 4.36e-03 s
attempt frequency assumed: 1e+13 Hz
done: every assertion held
```
